# Choosing quantum numbers for a Newton solution of the Lieb-Wu equations: test program

```python
"""Real-root solutions of the Lieb-Wu equations against exact diagonalization.

Result under test: for the periodic Hubbard ring
  H = -t sum (c+_{j+1,s} c_{j,s} + h.c.) + U sum n_up n_dn,   u = U/(4t),
with N electrons, M of them spin down, real solutions k_j, lambda_a of
  L k_j + sum_b 2 atan((sin k_j - lambda_b)/u) = 2 pi I_j
  sum_j 2 atan((lambda_a - sin k_j)/u)
     - sum_b 2 atan((lambda_a - lambda_b)/(2u)) = 2 pi J_a
give eigenvalues E = -2t sum cos k_j when I is integer (M even) or half-odd
(M odd), and J is integer (N-M odd) or half-odd (N-M even).
Energies are in eV, momenta in radians per site.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- Bethe side ----------
def equations(x, L, u, I, J):
    """Residual vector and analytic Jacobian of the logarithmic equations."""
    N = len(I)
    k, lam = x[:N], x[N:]
    ks = np.sin(k)[:, None] - lam[None, :]
    ll = lam[:, None] - lam[None, :]
    phase = 2 * np.arctan(ks / u)
    charge = L * k + phase.sum(axis=1) - 2 * np.pi * I
    spin = (-phase.sum(axis=0) - 2 * np.arctan(ll / (2 * u)).sum(axis=1)
            - 2 * np.pi * J)
    a1 = 2 * u / (u**2 + ks**2)
    a2 = 4 * u / (4 * u**2 + ll**2)
    jac = np.zeros((len(x), len(x)))
    jac[:N, :N] = np.diag(L + np.cos(k) * a1.sum(axis=1))
    jac[:N, N:] = -a1
    jac[N:, :N] = -(a1 * np.cos(k)[:, None]).T
    jac[N:, N:] = np.diag(a1.sum(axis=0) - a2.sum(axis=1)) + a2
    return np.concatenate([charge, spin]), jac


def starting_point(L, u, I, J):
    return np.concatenate([2 * np.pi * I / L, u * np.tan(np.pi * J / len(I))])


def newton(x, L, u, I, J, tol=1e-12):
    """Newton iteration with step halving; returns roots and residual history."""
    res, jac = equations(x, L, u, I, J)
    history = [np.abs(res).max()]
    for _ in range(80):
        if history[-1] < tol:
            return x, history
        step = np.linalg.solve(jac, -res)
        scale = 1.0
        while scale > 1e-3:
            trial = equations(x + scale * step, L, u, I, J)[0]
            if np.linalg.norm(trial) < np.linalg.norm(res):
                break
            scale /= 2
        x = x + scale * step
        res, jac = equations(x, L, u, I, J)
        history.append(np.abs(res).max())
    raise RuntimeError("Newton iteration did not converge")


def solve(L, u, I, J):
    """Follow the solution from strong coupling down to the wanted u."""
    I, J = np.array(I, float), np.array(J, float)
    path = np.geomspace(max(10.0, u), u, 12)
    x = starting_point(L, path[0], I, J)
    for u_now in path:
        x, _ = newton(x, L, u_now, I, J)
    return x[:len(I)], x[len(I):]


def energy(k, t):
    return -2 * t * np.cos(k).sum()


def allowed_I(L, M):
    return np.arange(L) - L // 2 + (0.5 if M % 2 else 0.0)


def allowed_J(N, M):
    return np.arange(N - M) - (N - M - 1) / 2


def all_real_states(L, N, M, u):
    """Roots for every allowed choice of quantum numbers."""
    out = []
    for I in combinations(allowed_I(L, M), N):
        for J in combinations(allowed_J(N, M), M):
            out.append((I, J, solve(L, u, I, J)[0]))
    return out


def product_ratios(k, lam, L, u):
    """Left side over right side of the product equations (1 if satisfied)."""
    d = lam[None, :] - np.sin(k)[:, None]
    charge = np.exp(1j * k * L) * np.prod((d + 1j * u) / (d - 1j * u), axis=1)
    spin = np.prod((d - 1j * u) / (d + 1j * u), axis=0)
    for a in range(len(lam)):
        e = lam[a] - np.delete(lam, a)
        spin[a] /= np.prod((e - 2j * u) / (e + 2j * u))
    return charge, spin


# ---------- exact diagonalization side ----------
def one_spin_space(L, n, boundary=1.0):
    """Hopping matrix, translation matrix and occupations for n fermions."""
    states = list(combinations(range(L), n))
    index = {s: i for i, s in enumerate(states)}
    hop = np.zeros((len(states), len(states)))
    shift = np.zeros_like(hop)
    occ = np.zeros((len(states), L))
    for col, state in enumerate(states):
        occ[col, list(state)] = 1
        wrapped = n > 0 and state[-1] == L - 1
        image = tuple(sorted((s + 1) % L for s in state))
        shift[index[image], col] = (-1) ** (n - 1) if wrapped else 1
        for pos, site in enumerate(state):
            for target in ((site + 1) % L, (site - 1) % L):
                if target in state:
                    continue
                new = tuple(sorted(state[:pos] + state[pos + 1:] + (target,)))
                sign = (-1) ** (pos + new.index(target))
                edge = boundary if {site, target} == {0, L - 1} else 1.0
                hop[index[new], col] += sign * edge
    return hop, shift, occ


def hubbard(L, n_up, n_dn, t, U, boundary=1.0):
    hu, tu, ou = one_spin_space(L, n_up, boundary)
    hd, td, od = one_spin_space(L, n_dn, boundary)
    ham = -t * (np.kron(hu, np.eye(len(hd))) + np.kron(np.eye(len(hu)), hd))
    ham += U * np.diag((ou @ od.T).ravel())
    return ham, np.kron(tu, td)


def distance(value, spectrum):
    return np.abs(spectrum - value).min()


def show(values, digits=6):
    return " ".join(f"{v:.{digits}f}" for v in values)


t, U, L = 0.5, 2.5, 6
u = U / (4 * t)
print(f"hopping t = {t:.2f} eV, repulsion U = {U:.2f} eV, u = U/(4t) = {u:.3f}")

# Two electrons: insert the explicit wavefunction into the Hamiltonian.
k2, lam2 = solve(L, u, [-0.5, 1.5], [0.0])
delta = np.sin(k2[0]) - np.sin(k2[1])
B = (delta - 2j * u) / (delta + 2j * u)
f = np.zeros((L, L), complex)
for a in range(L):
    for b in range(a, L):
        f[a, b] = (np.exp(1j * (k2[0] * a + k2[1] * b))
                   + B * np.exp(1j * (k2[1] * a + k2[0] * b)))
        f[b, a] = f[a, b]
Hf = -t * sum(np.roll(f, s, axis=ax) for s in (1, -1) for ax in (0, 1))
Hf = Hf + U * np.diag(np.diag(f))
two_error = np.abs(Hf - energy(k2, t) * f).max() / np.abs(f).max()
assert two_error < 1e-10
assert abs(lam2[0] - np.sin(k2).mean()) < 1e-10
print(f"two electrons, I = -0.5, 1.5, J = 0: k = {show(k2)} rad")
print(f"two electrons: lambda = {lam2[0]:.6f}, E = {energy(k2, t):.6f} eV")

# Six electrons on six sites: the main example.
I6, J6 = np.arange(6) - 2.5, np.array([-1.0, 0.0, 1.0])
assert set(I6) <= set(allowed_I(6, 3)) and set(J6) == set(allowed_J(6, 3))
x0 = starting_point(L, u, I6, J6)
probe = x0 + 0.1 * np.cos(np.arange(len(x0)))
jac = equations(probe, L, u, I6, J6)[1]
h = 1e-5
numeric = np.array([(equations(probe + h * e, L, u, I6, J6)[0]
                     - equations(probe - h * e, L, u, I6, J6)[0]) / (2 * h)
                    for e in np.eye(len(x0))]).T
assert np.abs(jac - numeric).max() < 1e-7
x6, history = newton(x0, L, u, I6, J6)
k6, lam6 = x6[:6], x6[6:]
assert len(history) >= 4 and history[-2] < 10 * history[-3] ** 2 + 1e-12
kc, lc = solve(L, u, I6, J6)
assert np.abs(np.concatenate([kc, lc]) - x6).max() < 1e-9
charge, spin = product_ratios(k6, lam6, L, u)
assert np.abs(charge - 1).max() < 1e-10 and np.abs(spin - 1).max() < 1e-10

ham, translation = hubbard(L, 3, 3, t, U)
levels, vectors = np.linalg.eigh(ham)
E6 = energy(k6, t)
assert abs(E6 - levels[0]) < 1e-9 and levels[1] - levels[0] > 1e-3
P6 = 2 * np.pi * (I6.sum() + J6.sum()) / L
T6 = vectors[:, 0] @ translation @ vectors[:, 0]
assert abs(np.cos(P6) - T6) < 1e-8 and abs(k6.sum() - P6) < 1e-10
print("six electrons, M = 3: I =", show(I6, 1), "; J =", show(J6, 1))
print("start: k =", show(x0[:6]), "rad")
print("start: lambda =", show(x0[6:]))
print("largest residual after each Newton step (step 0 = start), rad:")
for n, r in enumerate(history):
    print(f"  step {n}: {r:.2e}")
print("roots: k =", show(k6), "rad")
print("roots: lambda =", show(lam6))
print(f"Bethe ground energy = {E6:.9f} eV = {E6 / HARTREE_EV:.9f} hartree")
print(f"diagonalization ({len(levels)} states) = {levels[0]:.9f} eV")
print(f"first excited level with Sz = 0 = {levels[1]:.6f} eV")
print(f"translation eigenvalue of ground state = {T6:.6f}")

# Spin counting function: monotone, with limits that leave three values of J.
grid = np.linspace(-50, 50, 20001)[:, None]
slope = ((2 * u / (u**2 + (grid - np.sin(k6))**2)).sum(axis=1)
         - (4 * u / (4 * u**2 + (grid - lam6)**2)).sum(axis=1))
assert slope.min() > 0
far = 1e5
limit = (2 * np.arctan((far - np.sin(k6)) / u).sum()
         - 2 * np.arctan((far - lam6) / (2 * u)).sum()) / (2 * np.pi)
assert abs(limit - (6 - 3) / 2) < 1e-6
print(f"spin counting function/(2 pi) at large lambda = {limit:.4f}")

# Scan of the repulsion.
print("scan, six electrons on six sites: U, Bethe E, diagonalization E (eV)")
for U_scan in (1.0, 2.5, 5.0, 10.0):
    E_scan = energy(solve(L, U_scan / (4 * t), I6, J6)[0], t)
    E_ed = np.linalg.eigvalsh(hubbard(L, 3, 3, t, U_scan)[0])[0]
    assert abs(E_scan - E_ed) < 1e-9
    print(f"  {U_scan:5.2f}  {E_scan:.9f}  {E_ed:.9f}")

# Wrong parity of I: an eigenvalue of the antiperiodic ring, not of this one.
k_bad, lam_bad = solve(L, u, I6 + 0.5, J6)
E_bad = energy(k_bad, t)
anti = np.linalg.eigvalsh(hubbard(L, 3, 3, t, U, boundary=-1.0)[0])
charge_bad, spin_bad = product_ratios(k_bad, lam_bad, L, u)
assert np.abs(charge_bad + 1).max() < 1e-9 and np.abs(spin_bad - 1).max() < 1e-9
assert distance(E_bad, anti) < 1e-9 and distance(E_bad, levels) > 1e-4
print(f"wrong (integer) I: E = {E_bad:.6f} eV")
print(f"  distance to periodic spectrum = {distance(E_bad, levels):.6f} eV")
print(f"  lowest level of antiperiodic ring = {anti[0]:.6f} eV")

# Three electrons: match every real-root doublet within its momentum block.
ham3, T3 = hubbard(L, 2, 1, t, U)
dim3 = len(ham3)
blocks = []
for m in range(L):
    Q = sum(np.exp(-2j * np.pi * m * n / L) * np.linalg.matrix_power(T3, n)
            for n in range(L)) / L
    e = np.linalg.eigvalsh(Q @ ham3 @ Q + 1000 * (np.eye(dim3) - Q))
    blocks.append(list(e[e < 500]))
assert sum(len(b) for b in blocks) == dim3
states3 = all_real_states(L, 3, 1, u)
worst = 0.0
for I, J, k in states3:
    total = sum(I) + sum(J)
    assert abs(total - round(total)) < 1e-12
    block = blocks[int(round(total)) % L]
    pick = int(np.argmin(np.abs(np.array(block) - energy(k, t))))
    worst = max(worst, abs(block.pop(pick) - energy(k, t)))
assert worst < 1e-9
doublets = dim3 - len(one_spin_space(L, 3)[0])
print(f"three electrons: {len(states3)} real-root doublets matched"
      f" out of {doublets}")

# Wrong parity of J for three electrons.
k_j, lam_j = solve(L, u, [-0.5, 0.5, 1.5], [0.0])
gap_j = distance(energy(k_j, t), np.linalg.eigvalsh(ham3))
assert gap_j > 1e-4
assert abs(product_ratios(k_j, lam_j, L, u)[1][0] + 1) < 1e-9
print(f"three electrons, wrong (integer) J: E = {energy(k_j, t):.6f} eV,"
      f" distance to spectrum = {gap_j:.6f} eV")

# Four sites, four electrons: I cannot be symmetric.
I4, J4 = np.array([-1.0, 0.0, 1.0, 2.0]), np.array([-0.5, 0.5])
k4, lam4 = solve(4, u, I4, J4)
ham4, trans4 = hubbard(4, 2, 2, t, U)
e4, v4 = np.linalg.eigh(ham4)
T4 = v4[:, 0] @ trans4 @ v4[:, 0]
assert abs(energy(k4, t) - e4[0]) < 1e-9
assert abs(np.cos(2 * np.pi * (I4.sum() + J4.sum()) / 4) - T4) < 1e-8
print("four sites, four electrons: I =", show(I4, 1), "; J =", show(J4, 1))
print(f"  Bethe E = {energy(k4, t):.9f} eV, diagonalization = {e4[0]:.9f} eV")
print(f"  translation eigenvalue = {T4:.6f}")

# Four electrons on six sites: the spin of the ground state must be found.
lowest = {}
ed22 = np.linalg.eigvalsh(hubbard(L, 2, 2, t, U)[0])
ed31 = np.linalg.eigvalsh(hubbard(L, 3, 1, t, U)[0])
print("four electrons on six sites, lowest real-root state for each M:")
for M in (1, 2):
    states = all_real_states(L, 4, M, u)
    assert max(distance(energy(k, t), ed22) for _, _, k in states) < 1e-9
    I, J, k = min(states, key=lambda s: energy(s[2], t))
    lowest[M] = energy(k, t)
    print(f"  M = {M}, S = {(4 - 2 * M) // 2}: E = {lowest[M]:.9f} eV,"
          f" I = {show(I, 1)}, J = {show(J, 1)}")
assert abs(lowest[1] - ed31[0]) < 1e-9
assert abs(min(lowest.values()) - ed22[0]) < 1e-9
best = min(lowest, key=lowest.get)
print(f"  diagonalization ground energy = {ed22[0]:.9f} eV, reached by M = {best}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
hopping t = 0.50 eV, repulsion U = 2.50 eV, u = U/(4t) = 1.250
two electrons, I = -0.5, 1.5, J = 0: k = -0.359731 1.406928 rad
two electrons: lambda = 0.317291, E = -1.099127 eV
six electrons, M = 3: I = -2.5 -1.5 -0.5 0.5 1.5 2.5 ; J = -1.0 0.0 1.0
start: k = -2.617994 -1.570796 -0.523599 0.523599 1.570796 2.617994 rad
start: lambda = -0.721688 0.000000 0.721688
largest residual after each Newton step (step 0 = start), rad:
  step 0: 3.67e+00
  step 1: 6.54e-01
  step 2: 2.56e-02
  step 3: 4.32e-05
  step 4: 1.25e-10
  step 5: 2.66e-15
roots: k = -2.217481 -1.121150 -0.348683 0.348683 1.121150 2.217481 rad
roots: lambda = -1.338645 0.000000 1.338645
Bethe ground energy = -1.543853379 eV = -0.056735565 hartree
diagonalization (400 states) = -1.543853379 eV
first excited level with Sz = 0 = -1.243433 eV
translation eigenvalue of ground state = 1.000000
spin counting function/(2 pi) at large lambda = 1.5000
scan, six electrons on six sites: U, Bethe E, diagonalization E (eV)
   1.00  -2.704728423  -2.704728423
   2.50  -1.543853379  -1.543853379
   5.00  -0.832181367  -0.832181367
  10.00  -0.426253670  -0.426253670
wrong (integer) I: E = -1.466954 eV
  distance to periodic spectrum = 0.076900 eV
  lowest level of antiperiodic ring = -1.466954 eV
three electrons: 40 real-root doublets matched out of 70
three electrons, wrong (integer) J: E = -1.967860 eV, distance to spectrum = 0.032140 eV
four sites, four electrons: I = -1.0 0.0 1.0 2.0 ; J = -0.5 0.5
  Bethe E = -0.922144385 eV, diagonalization = -0.922144385 eV
  translation eigenvalue = -1.000000
four electrons on six sites, lowest real-root state for each M:
  M = 1, S = 1: E = -2.265447845 eV, I = -1.5 -0.5 0.5 1.5, J = 0.0
  M = 2, S = 0: E = -2.116107584 eV, I = -2.0 -1.0 0.0 1.0, J = -0.5 0.5
  diagonalization ground energy = -2.265447845 eV, reached by M = 1
ALL CHECKS PASSED
```
